# Capacitor correction from constant-charge to constant-potential barriers, tested against cell-size extrapolation

## Form of the answer

A periodic slab calculation holds the electron number $N$ fixed, so the work function moves from $\Phi_1$ to $\Phi_2$ between the initial state 1 and the transition state 2. An electrode in a circuit holds $\Phi$ fixed instead. Atomic units are used in the algebra. $E_s(N)$ is the energy of geometry $s$ (the Mermin free energy at finite electronic temperature), the counter charge sits at the zero of potential, and
$$\Phi=-\frac{\partial E}{\partial N},\qquad \Omega(\Phi)=E+\Phi N,\qquad C=-\frac{\partial N}{\partial\Phi}.$$
From $d\Omega=dE+\Phi\,dN+N\,d\Phi$ and $dE=-\Phi\,dN$ follows $\partial\Omega/\partial\Phi=N$. At the common electron number $N_1$, define $\Delta E=E_2-E_1$ and $\Delta\Phi=\Phi_2-\Phi_1$.

Let both $E_s(N)$ be parabolas with the same $C$, and write $\Delta\Omega(\Phi_1)=\Delta E+g$. Adding $-cN$ to both energies shifts both work functions by $c$ and changes neither $\Delta E$ nor $\Omega$, so $g$ depends on $\Delta\Phi$ alone, not on $\Phi_1$. Reflecting both parabolas about $N_1$ reverses $\Delta\Phi$ and leaves $\Delta E$ and $\Delta\Omega$ unchanged, so $g$ is even. Measuring charge in another unit, $N\to\lambda N$, sends $\Delta\Phi\to\Delta\Phi/\lambda$ and $C\to\lambda^2C$ and leaves all energies unchanged, so $g$ depends on $C\Delta\Phi^2$ alone; scaling both energies by a common factor scales $g$ and $C\Delta\Phi^2$ by that factor, hence $g=-\alpha C\Delta\Phi^2$. Exchanging the labels 1 and 2 gives $-\Delta\Omega(\Phi_2)=-\Delta E+g$, so $\Delta\Omega(\Phi_2)-\Delta\Omega(\Phi_1)=2\alpha C\Delta\Phi^2$. The same difference is the slope $N_2-N_1=\Delta n=C\Delta\Phi$, constant for equal parabolas, times $\Delta\Phi$. Therefore $\alpha=\tfrac12$:
$$\Delta\Omega(\Phi_1)=\Delta E-\tfrac12\Delta n\,\Delta\Phi=\Delta E+\tfrac12\Delta q\,\Delta\Phi,\qquad \Delta q=-\Delta n .$$
The charge $\Delta n$ is the number of electrons the circuit must deliver to bring state 2 back to $\Phi_1$. It is a capacitive quantity, and it is not in general the change of a charge partitioned onto the reacting ion.

## Derivation at fixed geometry and cell

Let $N_2=N_1+\Delta n$ solve $\Phi_2(N_2)=\Phi_1$. By definition,
$$\Delta\Omega(\Phi_1)=E_2(N_2)-E_1(N_1)+\Phi_1\Delta n=\Delta E+\int_{N_1}^{N_2}\left[\Phi_1-\Phi_2(N)\right]dN,$$
where $E_2(N_1)$ was added and subtracted and $E_2(N_2)-E_2(N_1)=-\int\Phi_2\,dN$. State 1 enters through $E_1(N_1)$ and $\Phi_1$; its capacitance does not appear, so equal capacitances are not needed.

Call the integrand $F$, with $F(N_1)=-\Delta\Phi$ and $F(N_2)=0$, and let $p=(N-N_1)(N_2-N)$. Then $p$ vanishes at both ends, $p'=\pm\Delta n$ there, and $p''=-2$. Two integrations by parts give $\int pF''\,dN=\Delta n[F(N_1)+F(N_2)]-2\int F\,dN$. With $F''=-\Phi_2''$,
$$\Delta\Omega(\Phi_1)=\Delta E-\tfrac12\Delta n\,\Delta\Phi+R,\qquad R=\tfrac12\int p\,\Phi_2''\,dN\approx\frac{\Delta n^3}{12}\Phi_2'' ,$$
using $\int p\,dN=\Delta n^3/6$ and taking $\Phi_2''$ at the midpoint. $R$ vanishes when $E_2$ is quadratic over the interval; then $\Delta n=C_2\Delta\Phi$ and the correction is $-\tfrac12C_2\Delta\Phi^2\le0$ for $C_2>0$.

Differentiating $d\Phi/dN=-1/C$ gives $\Phi''=-C'/C^3$ with $C'=dC/d\Phi$. In a cell of area $A=L^2$ with one reacting species, $\Delta n$ is of order one and $C\propto A$, so the correction scales as $A^{-1}$. A nonlinearity of the whole double layer has $C'\propto A$ and $R\sim A^{-2}$; one confined to the adsorbate has $C'$ of order one and $R\sim A^{-3}$.

The tangent variant replaces $\Delta n$ by $C_2(N_1)\Delta\Phi$. Expanding $N$ about $\Phi_2$ gives $\Delta n=C_2\Delta\Phi-\tfrac12C'\Delta\Phi^2$, so $-\tfrac12\Delta n\Delta\Phi=-\tfrac12C_2\Delta\Phi^2+\tfrac14C'\Delta\Phi^3$. Adding $R=-C'\Delta\Phi^3/12$ leaves the remainder $+C'\Delta\Phi^3/6=-2R$ at leading order.

Exchanging the labels gives the mirror result $\Delta\Omega(\Phi_2)\approx\Delta E+\tfrac12\Delta n'\Delta\Phi$, where $\Delta n'\approx C_1\Delta\Phi$ electrons are removed from state 1. If both geometries are stationary points of $\Omega$ at the given $\Phi$, their relaxation with $\Phi$ does not contribute at first order, so $d\Delta\Omega^\ddagger/d\Phi$ equals the $\Delta n$ evaluated at these geometries. The $\Delta n$ at the constant-charge saddle differs from this slope by a term of order $A^{-1}$, because the two saddles are displaced by that order.

## From two geometries to a barrier

Along a reaction coordinate $z$ define $f(z)=-\tfrac12\Delta n(z)\Delta\Phi(z)$. Neglecting $R$, the constant-potential profile is $E(z;N_1)+f(z)$ plus a constant. At the initial geometry both factors of $f$ vanish, so $f'=0$ and the stationary point is common to both ensembles. Its curvature at constant potential is lower by $C_2(\partial\Phi_2/\partial z)^2\sim A^{-1}$, so a constant-charge minimum remains a minimum if $E''$ exceeds this term, as it does in a large enough cell. At the constant-charge maximum $z_N$, $E'=0$ but $f'\neq0$. With $\kappa=(E+f)''<0$ the profile is $f't+\tfrac12\kappa t^2$ for a displacement $t$, which is stationary at $t=-f'/\kappa$ with height
$$\delta=\frac{f'^2}{2|\kappa|}.$$
Since $f'\sim A^{-1}$, $\delta\sim A^{-2}$. It is positive in one dimension. In many dimensions the same expansion gives $\delta=-\tfrac12\nabla f^{T}H^{-1}\nabla f$, and the Hessian $H$ has one negative and many positive eigenvalues, so the sign is open.

Cell-size extrapolation enlarges $A$ at fixed $\Phi_1$. It removes the ensemble difference and also the interaction between periodic copies of the reacting species. Let $\Lambda=\Delta\Omega^\ddagger_L-\Delta\Omega^\ddagger_\infty$ be that lateral part at fixed potential. Chaining $\Delta E^\ddagger+f=\Delta\Omega_L(z_N)-R$ and $\Delta\Omega_L(z_N)=\Delta\Omega^\ddagger_L-\delta$,
$$\left(\Delta E^\ddagger+f\right)-\Delta\Omega^\ddagger_\infty=-R-\delta+\Lambda .$$
With $C_2=cA+O(1)$ and $\Delta\Phi\approx\Delta n/C_2$, the raw barrier obeys
$$\Delta E^\ddagger(A)=\Delta\Omega^\ddagger_\infty+\frac{\Delta n_\infty^2}{2cA}+\Lambda+O(A^{-2}).$$
The two methods agree at order $1/A$ if $\Lambda$ decays faster than $1/A$.

## The scheme

```
input: state 1 relaxed at N1; target Phi1 = Phi(z1, N1)
find saddle zN of E(z; N1);  dE = E(zN,N1) - E(z1,N1)
dPhi = Phi(zN,N1) - Phi1
C2   = -2h / (Phi(zN,N1+h) - Phi(zN,N1-h));  stop if C2 <= 0
solve Phi(zN,N2) = Phi1 by secant from N1 + C2*dPhi
dn = N2 - N1;  f = -dn*dPhi/2;  barrier = dE + f
R  = E(zN,N2) + Phi1*dn - E(zN,N1) - f
repeat f and E at zN +- t along the unstable mode
delta = f'^2 / (2|kappa|),  kappa = (E+f)''   (unstable mode only)
report barrier + R;  estimate Lambda separately
add delta only if the gradient of f along the stable modes is negligible;
otherwise use -grad(f).H^-1.grad(f)/2 with the full Hessian H of E+f
```

**Cost.** The tangent variant needs two extra single points at the saddle geometry. The secant solve needs a few more and yields $R$ directly. The saddle shift repeats this at two displaced geometries. Extrapolation needs a saddle search in each of several cells, and with a solver cubic in the number of atoms each single point grows as $A^3$. Every step that changes $N$ needs a counter-charge model, and $C_2$ belongs to that model.

**Stability.** An error $\eta$ in $\Delta\Phi$ changes $-\tfrac12C_2\Delta\Phi^2$ by $C_2\Delta\Phi\,\eta\approx\Delta n\,\eta$, with no amplification for $\Delta n<1$. Errors of size $\eta$ in the two displaced work functions change their difference $2h/C_2$ by at most $2\eta$, so, to first order in $\eta$, $C_2$ changes by up to $C_2^2\eta/h$ and the correction by up to $\Delta n^2\eta/2h$. This estimate holds for $\eta\ll h/C_2$; the exact worst case carries the extra factor $1/(1-C_2\eta/h)$, which grows with the cell. For a step $h$ comparable to $\Delta n$ the condition reads $\eta\ll|\Delta\Phi|$, and the error is then about $\Delta n\,\eta/2$. The root $N_2$ is unique if $\Phi_2(N)$ is continuous and $C_2>0$ throughout the range searched; a jump of the occupation at fixed $N$ can produce a second root even with $C_2>0$ on both sides of it. A two-cell extrapolation in $x=1/A$ has intercept $(x_aE_b-x_bE_a)/(x_a-x_b)$ and amplifies energy errors by up to $(x_a+x_b)/(x_a-x_b)$, which is $164/36=4.6$ for $L=8$ and $10$ Å.

## Test model

An electrode lies at $z=0$ and a conducting plane, an ideal electrolyte, at $z=D$, with dielectric constant $\epsilon$ between them. A point adsorbate at height $z=uD$ has occupation $n$ and charge $q=1-n$. $N$ counts electrons on electrode and adsorbate, and $y=1-N$. The electrode then carries charge $-(N-n)=y-q$ and the plane carries $-y$. The energy, minimized over $n$ (spinless, mean field, zero temperature), is
$$E=V+F_a+\epsilon_an-W(N-n)+\tfrac12\Big(U+\frac{s}{\epsilon}\Big)q^2+E_0 .$$

**Hybridization.** In the wide-band Anderson–Newns model the level is a Lorentzian of half-width $\Delta$ at $\tilde\epsilon$; integrating it up to $\mu$ gives $\tilde\epsilon-\mu=\Delta\cot\pi n$. Minimizing $F_a+(\tilde\epsilon-\mu)n$ reproduces this if $F_a'=-\Delta\cot\pi n$, so $F_a=-(\Delta/\pi)\ln\sin\pi n$, with the integration constant absorbed in $V(z)$, and $F_a''=\pi\Delta/\sin^2\pi n$.

**Laterally averaged field.** By Gauss's law the field is $4\pi Q/\epsilon A$ with $Q=y-q$ below the adsorbate and $Q=y$ above it. The energy density $\epsilon\mathcal E^2/8\pi$ gives, with $C_g=\epsilon A/4\pi D$,
$$E_0=\frac{2\pi}{\epsilon A}\left[(y-q)^2z+y^2(D-z)\right]=\frac{(y-qu)^2+q^2u(1-u)}{2C_g},$$
both brackets being proportional to $y^2-2yqu+q^2u$. Because $E$ is stationary in $n$, $\Phi=\partial E/\partial y$ at fixed $q$:
$$\Phi=W+\phi,\qquad\phi=\frac{y-qu}{C_g}.$$
At fixed $\Phi$, $\Delta y=\Delta(qu)$, so $\Delta n=q_1u_1-q_2u_2$: each charge is weighted by its position in the gap.

**Constant potential.** Use $-W(N-n)+\Phi N=Wn+\phi(1-y)$ and $y=C_g\phi+qu$. Then
$$\Omega=V+F_a+(\epsilon_a+W)n+\tfrac12\Big(U+\frac{S_D}{\epsilon}\Big)q^2-\phi qu+\phi-\tfrac12C_g\phi^2,$$
with $S_D=s+4\pi Du(1-u)/A$. Stationarity in $n$ reads $\epsilon_a+W-(U+S_D/\epsilon)q+\phi u-\Delta\cot\pi n=0$. Its differential, with $dn=-dq$, gives $dq/d\phi=u/K$, and $C=dy/d\phi$ becomes
$$C=C_g+\frac{u^2}{K},\qquad K=U+\frac{S_D}{\epsilon}+\frac{\pi\Delta}{\sin^2\pi n}.$$
The second term is local, so $C'$ is of order one and $R\sim A^{-3}$. An added term $by^3/6A^2$ contributes $b/A^2$ to $\Phi''$ and gives $R\sim A^{-2}$.

**Self-potential in the cell.** Each plane is an equipotential, so every Fourier component $g\ne0$ vanishes on both. The solution of $(\partial_z^2-g^2)G=-4\pi\delta(z-z')$ is proportional to $\sinh gz_<\,\sinh g(D-z_>)$, and the slope jump $-4\pi$ fixes the prefactor $4\pi/(g\sinh gD)$. With $a=e^{-2gz}$ and $c'=e^{-2g(D-z)}$, subtracting the bare $2\pi/g$ leaves
$$s=\frac{M}{L}+\frac1A\sum_{g\neq0}\frac{2\pi}{g}\,\frac{2ac'-a-c'}{1-ac'} .$$
Here $M/L$ is the limit of $(2\pi/A)\sum_{g\ne0}e^{i\mathbf g\cdot\mathbf r}/g-1/r$ at $r\to0$. For the square lattice it is evaluated as $M=4\zeta(\tfrac12)\beta(\tfrac12)=-3.90026$, with $\beta$ the Dirichlet beta function, and confirmed by the comparison below.

**Independent route to the infinite cell.** One charge between grounded planes has like images at $2mD+z$ and opposite images at $2mD-z$. Their potential at the charge is $(1/2D)\sum_{m\ge0}[2/(m+1)-1/(m+u)-1/(m+1-u)]$, and the series $\psi(u)=-\gamma+\sum_m[1/(m+1)-1/(m+u)]$ turns it into
$$S_{\rm iso}=\frac{2\gamma+\psi(u)+\psi(1-u)}{2D}.$$
For the periodic copies, expand $\delta(z-z')=(2/D)\sum_m\sin(m\pi u)\sin(m\pi u')$; each mode obeys a screened two-dimensional Poisson equation with solution $2K_0(m\pi R/D)$, so
$$S_D-S_{\rm iso}=\frac4D\sum_{m\ge1}\sum_{\mathbf R\neq0}\sin^2(m\pi u)\,K_0(m\pi R/D),$$
which falls as $e^{-\pi L/D}$ up to a power of $L$. Since $\Omega$ is stationary in $n$ and $z$, first order gives $\Lambda\approx[q_2^2(S_D-S_{\rm iso})_2-q_1^2(S_D-S_{\rm iso})_1]/2\epsilon$. The numerical check asserts that the Fourier form and the image-plus-Bessel form of $S_D$ agree to $10^{-9}$ Å$^{-1}$.

## Worked example

The parameters are round model values: $D=5$ Å, $\epsilon=8$, $W=4.5$ eV, $\Phi_1=4.0$ eV, $U=2$ eV, and, with $x=(z-2.5\,\text{Å})/1\,\text{Å}$, $V=1.2(x^2-1)^2$ eV, $\Delta=0.4e^{-x}$ eV, $\epsilon_a+W=(0.3+1.6x)$ eV. In these units $c=C_g/A=8/(4\pi\cdot14.3996\cdot5)=0.008842$ e/(V Å$^2$). Five decimals are kept to resolve differences within the model.

The image series gives $z_1=3.4866$ Å, $q_1=0.8700$, $z_2=2.7294$ Å, $q_2=0.3621$ and $\Delta\Omega^\ddagger_\infty=0.60138$ eV (0.022100 hartree). Then $\Delta n_\infty=(0.8700\cdot3.4866-0.3621\cdot2.7294)/5=0.4090$, equal to the finite-difference slope $d\Delta\Omega^\ddagger/d\Phi=0.4090$, while the ion charge changes by $-0.5079$.

For $L=10$ Å, $C_g=0.8842$ e/V, $q_1=0.8693$, and the constant-charge saddle has $z_N=2.6974$ Å and $q_2=0.4307$. At fixed $y$,
$$\Delta\Phi=\frac{0.8693\cdot0.69732-0.4307\cdot0.53948}{0.8842}=0.4228\ \text{eV}.$$
The root solve gives $\Delta n=0.4197$, so $f=-\tfrac12(0.4197)(0.4228)=-0.0887$ eV ($-0.003260$ hartree), a factor 30.9 in the rate at 300 K. The raw barrier 0.68669 eV becomes 0.59797 eV, and its error relative to $\Delta\Omega^\ddagger_\infty$ falls from $+0.08531$ to $-0.00340$ eV, 4% of the raw error. The predicted budget has $R=-0.00014$ eV, $\delta=0.1545^2/(2\cdot4.882)=0.00244$ eV (direct: 0.00249 eV) and $\Lambda=-0.00105$ eV, which sum to $+0.00014-0.00244-0.00105=-0.00335$ eV. The saddle shift is the largest piece. The predicted displacement $0.1545/4.882=0.032$ Å matches $2.7296-2.6974$ Å. The tangent variant uses $C_2=0.8842+0.1126=0.9969$ e/V (to rounding) and gives 0.59761 eV; its remainder against $0.59797-0.00014=0.59783$ eV is $+0.00022$ eV from these rounded values ($0.00023$ eV unrounded), compared with the leading-order $-2R=0.00028$ eV. The ratio of remainder to $-2R$ is 0.81 at this size and rises to 0.97 at $L=24$ Å and 0.99 at 48 Å.

Barriers in eV:

| $L$/Å | raw | with $\Delta n$ | with $\Delta q_{\rm ion}$ | fixed $\Phi$ |
|---|---|---|---|---|
| 8 | 0.72554 | 0.59183 | 0.59774 | 0.59707 |
| 10 | 0.68669 | 0.59797 | 0.59398 | 0.60033 |
| 12 | 0.66273 | 0.59992 | 0.59365 | 0.60111 |
| 16 | 0.63699 | 0.60096 | 0.59524 | 0.60136 |
| 24 | 0.61753 | 0.60129 | 0.59798 | 0.60138 |
| 48 | 0.60546 | 0.60137 | 0.60042 | 0.60138 |

A quadratic in $1/A$ through the raw barriers at $L=24,32,48$ Å has intercept 0.60138 eV, the image-series value, and slope 9.458 eV Å$^2$ against $0.4090^2/(2\cdot0.008842)=9.46$ eV Å$^2$. A straight line in $\Delta\Phi$ through $L=8,10,12$ Å has slope 0.1904 instead of $\Delta n_\infty/2=0.2045$ and intercept 0.60568 eV, an error of $+0.0043$ eV. This straight-line extrapolation is thus no better than one corrected cell of 10 Å. The outcome depends on the fitted form: a quadratic in $1/A$ through the same three tabulated barriers has intercept 0.6008 eV and does better than both for these noise-free barriers. Its weights $1.42$, $-6.31$ and $5.89$ amplify energy errors by up to 13.6, so errors of a few tenths of a meV per barrier can remove this advantage.

The check also asserts that the exponents in $1/A$ between $L=24$ and 48 Å lie within 0.1 of 2 for $\delta$ and within 0.2 of 3 and 2 for the two cases of $R$; the values found are 1.99 for $\delta$, 2.93 for $R$ with $b=0$, and 1.93 for $R$ with $b=5000$ eV Å$^4$, where $R$ at 24 Å is $1.6\times10^{-4}$ eV instead of $-1.1\times10^{-6}$ eV. The choice of capacitance is tested with a second geometry at $z=1.6$ Å and $L=24$ Å, where $C_1=5.2053$ and $C_2=5.1017$ e/V and $\Delta\Phi=0.1076$ eV. Using $C_1$ errs by $-\tfrac12(0.1036)(0.1076)^2=-6.0\times10^{-4}$ eV, using $C_2$ by $-4\times10^{-7}$ eV. The mirror formula at $L=16$ Å gives 0.67283 eV against the direct 0.67290 eV.

## Failure modes

**Partitioned ion charge.** Using $\Delta q_{\rm ion}=q_2-q_1$ in place of $-\Delta n$ changes the result by $\tfrac12(\Delta q_{\rm ion}+\Delta n)\Delta\Phi$, which for large cells is $\tfrac12(\Delta q_{\rm ion}+\Delta n)\Delta n/cA$, of the same order as the correction. In the model, $\Delta q_{\rm ion}+\Delta n=q_2(1-u_2)-q_1(1-u_1)$ when the charges are taken at fixed $\Phi$; it tends to zero, for instance, for a full discharge ($q_2=0$) from a height approaching the outer plane ($u_1\to1$), where the self-energy of a point charge diverges. Here the coefficient is $\tfrac12(-0.0989)(0.4090)/0.008842=-2.287$ eV Å$^2$ (extrapolated from the cells: $-2.286$), 24% of the coefficient of the correction. At $L=8$ Å the ion charge gives the better number in the table. There $|\Delta q_{\rm ion}|=0.4053$ has dropped below $\Delta n=0.4241$, so the change $\tfrac12(0.0188)(0.6306)=+0.0059$ eV is positive and cancels part of the negative residual. From $L=10$ Å on the sign is reversed and the two errors add.

**Unscreened images.** Remove the upper plane and place frozen point ions of charge $q$ at height $d$ on a lattice of spacing $a$, one per supercell being discharged. An ion interacts with another ion and its image through $w(R)=(q^2/\epsilon)[1/R-(R^2+4d^2)^{-1/2}]$. Removing one ion per supercell loses its interaction with the remaining ions in full and that with its own periodic copies with weight $\tfrac12$, whereas an isolated removal loses every neighbour in full. The self-image term is common, so the finite-cell error is $+\tfrac12\sum'_{\mathbf R}w$ over the supercell lattice. The two-dimensional transform of $(\rho^2+h^2)^{-1/2}$ is $2\pi e^{-gh}/g$. With $h=2d$, the $g=0$ term of the difference is $\lim2\pi(1-e^{-gh})/gA=4\pi d/A$, the $1/R$ part gives $M/L$, and excluding $\mathbf R=0$ from the image sum returns $+1/2d$:
$$\tfrac12{\sum}'w=\frac{q^2}{\epsilon}\Big[\frac{2\pi d}{A}+\frac{M}{2L}+\frac1{4d}-\frac\pi A\sum_{g\neq0}\frac{e^{-2gd}}{g}\Big].$$
The dipole layer changes by $\Delta\Phi=4\pi qd/\epsilon A$. Without the upper plane, $\Delta n$ is defined only once a counter charge is chosen; a uniform, non-screening sheet at the ion height has $C=\epsilon A/4\pi d$, so $\Delta n=C\Delta\Phi=q$ and $\Delta q=-q$. With this choice the capacitor term $-2\pi q^2d/\epsilon A$ cancels the first term and leaves the rest as $\Lambda$. For $L\gg d$, $w\to2q^2d^2/\epsilon R^3$ and the raw error tends to $9.0336\,q^2d^2/\epsilon L^3$, the constant being $\sum'|\mathbf m|^{-3}$ on the unit lattice; the direct sum at $L=80$ Å is 0.9968 of this. The raw error then decays faster than the correction, $\Lambda\to-2\pi q^2d/\epsilon A$, and the condition for agreement fails. The corrected error exceeds the raw one in magnitude once the raw error is below half the capacitor term, which happens at $L/d=2.25$ for the sheet at the ion height; a sheet at height $2d$ halves the capacitor term and moves the crossover to $L/d=5.45$. For $q=1$, $d=3.5$ Å, $a=4$ Å and $\epsilon=8$, explicit pair sums give raw and corrected errors of $1.725$ and $-0.749$ eV at $L=4$ Å, $0.306$ and $-0.312$ eV at 8 Å, and $0.045$ and $-0.109$ eV at 16 Å. Within one cell the correction still converts exactly between the ensembles, since the energy with this sheet is quadratic in $N$. What fails is the agreement with the infinite cell at order $1/A$. It needs a lateral part at fixed potential that decays faster than $1/A$, as the conducting plane ensures in the test model; the frozen ions and the uniform sheet do not provide this screening. Raw and corrected values tend to the same infinite-cell limit, the raw one as $L^{-3}$ and the corrected one only as $L^{-2}$.

**Soft charge response.** The parameters of the worked example keep $K$ above 1.7 eV for $z$ between 1.5 and 3.6 Å at $L=10$ Å; the soft regime needs smaller $U$ and $\Delta$. In the model $C$ diverges as $K\to0^+$, and for $K<0$ the stationary point of $\Omega$ in $n$ is a maximum, since $\partial^2\Omega/\partial n^2=K$. The occupation at fixed $\Phi$ can then jump within the interval, $\Phi_2(N)=\Phi_1$ can have several roots, and the midpoint estimate of $R$ is unreliable. The end-point expression $E_2(N_2)-E_2(N_1)+\Phi_1\Delta n$ still equals the integral over $N$, and the root of lowest $\Omega$ is the one to use. A directly computed $R$ that is not small against $f$ shows that $-\tfrac12\Delta n\,\Delta\Phi$ alone has failed; a small $R$ does not exclude a soft region inside the interval, since contributions of opposite sign to $\int p\,\Phi_2''\,dN$ can cancel.

## Numbers as computed

```
D=5.0 A, eps=8.0, W=4.5 eV, Phi1=4.0 eV, U=2.0 eV, B=1.2 eV, zc=2.5 A
width=0.4 exp(-x) eV, level+W=0.3+1.6x eV, x=(z-zc)/(1 A)
e^2/(4 pi eps0)=14.3996 eV A; Cg/A=0.008842 e/(V A^2)
lattice sums: Madelung -3.90026, dipole 9.0336
infinite cell: z1=3.4866 A, q1=0.8700 e, z2=2.7294 A, q2=0.3621 e
infinite cell: dn=0.4090, dq_ion=-0.5079 e, dBarrier/dPhi=0.4090
infinite-cell barrier = 0.60138 eV = 0.022100 hartree
L/A  zTS(N)/A zTS(Phi)/A dPhi/eV  dn     dq_ion/e Cg/(e/V) C2/(e/V)
   8 2.6818 2.7302 0.6306 0.4241 -0.4053 0.5659 0.6773
  10 2.6974 2.7296 0.4228 0.4197 -0.4386 0.8842 0.9969
  12 2.7067 2.7295 0.3014 0.4168 -0.4584 1.2733 1.3859
  16 2.7164 2.7294 0.1742 0.4135 -0.4793 2.2636 2.3755
  24 2.7236 2.7294 0.0790 0.4111 -0.4949 5.0931 5.2041
  32 2.7261 2.7294 0.0448 0.4102 -0.5006 9.0544 9.1650
  48 2.7280 2.7294 0.0200 0.4095 -0.5046 20.3723 20.4827
L/A  barriers/eV: raw, corr(dn), corr(C2), corr(ion), fixed Phi same cell
   8 0.72554 0.59183 0.59086 0.59774 0.59707
  10 0.68669 0.59797 0.59761 0.59398 0.60033
  12 0.66273 0.59992 0.59977 0.59365 0.60111
  16 0.63699 0.60096 0.60093 0.59524 0.60136
  24 0.61753 0.60129 0.60129 0.59798 0.60138
  32 0.61053 0.60135 0.60135 0.59933 0.60138
  48 0.60546 0.60137 0.60137 0.60042 0.60138
quadratic 1/A fit (L=24,32,48): intercept 0.60138 eV = 0.022100 hartree
1/A slope: fit 9.458, dn^2/(2Cg/A) 9.460 eV A^2
linear fit in dPhi (L=8,10,12): intercept 0.60568 eV, slope 0.1904
L=10: N1=0.8360, z1=3.4866 A, q1=0.8693 e, q2=0.4307 e
L=10: correction -0.08871 eV = -0.003260 hartree
L=10: rate factor of correction at 300 K 30.9
L=10: raw error 0.08531 eV, corrected error -0.00340 eV
L=10: R direct -1.41e-04, predicted -1.41e-04 eV
L=10: f'=0.1545 eV/A, kappa=-4.882 eV/A^2
L=10: saddle shift direct 0.00249, predicted 0.00244 eV
L=10: lateral direct -0.00105, predicted -0.00105 eV
L=10: predicted budget -0.00335 eV; u^2/K=0.1126 e/V
L=16 at Phi2: dn'=0.4114, direct 0.67290, formula 0.67283 eV
saddle-shift exponent in 1/A: 1.992
b=0 eV A^4, L=24: R=-1.101e-06, pred -1.101e-06 eV, exponent 2.933
b=5000 eV A^4, L=24: R=1.567e-04, pred 1.567e-04 eV, exponent 1.925
L=24, z2=1.6 A: C1=5.2053, C2=5.1017 e/V, dPhi=0.1076 eV
L=24, z2=1.6 A: error with C1 -6.00e-04, with C2 -4.13e-07 eV
ion-charge error x A: extrapolated -2.286, predicted -2.287 eV A^2
unscreened, d=3.5 A, ion spacing 4.0 A: L/A, raw err, correction, corr err /eV
   4 1.72496 -2.47394 -0.74898
   8 0.30630 -0.61849 -0.31218
  12 0.10189 -0.27488 -0.17299
  16 0.04517 -0.15462 -0.10945
unscreened: direct/dipole asymptote at L=80 A 0.9968; crossover L/d=2.251
```
